# Do attractive and repulsive dopants scatter electrons equally?: a program that tests the result

```python
# Result under test: for a screened Coulomb centre the cross section is even
# in the sign of the charge only in first Born order; the next term favours
# attraction, strong attraction can reverse this, and the pure Coulomb field
# is an exception with equal cross sections for both signs.
# Reduced equation: (-Laplacian + U) psi = k^2 psi, U = lam exp(-r/L)/r.
# In the functions below lengths are in units of the screening length L:
# lam means lam*L (negative = attractive), k means k*L, areas are in L^2.
# q = momentum transfer, c = cosine of the scattering angle.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre, loggamma

LMAX = 50


def phase_shifts(couplings, k, lmax=LMAX):
    """Ratio-Numerov solution on a logarithmic grid; axes: coupling, k, l.
    The numerical phase of the free problem is subtracted."""
    lam = np.array([0.0, *couplings])[:, None, None]
    k = np.atleast_1d(k).astype(float)[None, :, None]
    l = np.arange(lmax + 1)
    h, r_first, r_last = 0.002, 1e-4, 18.0
    n = int(np.log(r_last / r_first) / h)
    r = r_first * np.exp(h * np.arange(n + 1))
    centrifugal = (l + 0.5)**2

    def t_term(i):
        return h*h/12 * (centrifugal + lam*r[i]*np.exp(-r[i]) - (k*r[i])**2)

    ratio = np.exp((l + 0.5)*h) * np.ones(np.broadcast(lam, k, l).shape)
    for i in range(1, n):
        t = t_term(i)
        ratio = (2 + 10*t)/(1 - t) - 1/ratio
    ratio = ratio * (1 - t_term(n-1)) / (1 - t_term(n))
    ratio = ratio * np.sqrt(r[n] / r[n-1])
    a, b = r[n-1], r[n]
    top = b*spherical_jn(l, k*b) - ratio*a*spherical_jn(l, k*a)
    bottom = b*spherical_yn(l, k*b) - ratio*a*spherical_yn(l, k*a)
    delta = np.arctan(top / bottom)
    return delta[1:] - delta[0]


def amplitude(delta, k, c):
    l = np.arange(len(delta))
    p = eval_legendre(l[:, None], np.atleast_1d(c)[None, :])
    return ((2*l + 1)*(np.exp(2j*delta) - 1)) @ p / (2j*k)


def transport(delta, k):
    l = np.arange(delta.shape[-1] - 1)
    s = np.sin(delta[..., :-1] - delta[..., 1:])**2
    return 4*np.pi/np.asarray(k)**2 * np.sum((l + 1)*s, axis=-1)


def born_transport(lam, k):
    b = 4*np.asarray(k)**2
    return np.pi*lam**2/(2*np.asarray(k)**4) * (np.log1p(b) - b/(1 + b))


def second_born(k, c):
    """Second-order amplitude divided by lam^2, from the parameter integral."""
    q2 = 2*k*k*(1 - c)

    def value(x):
        m = np.sqrt(1 + x*(1 - x)*q2)
        return 0.5/(m*(1 - 2j*k*m))
    return (quad(lambda x: value(x).real, 0, 1)[0]
            + 1j*quad(lambda x: value(x).imag, 0, 1)[0])


# Weak coupling: odd and even parts of the full amplitude.
weak, k_weak = 0.03, 1.0
angles = np.array([1.0, 0.3, -0.8])
d_weak = phase_shifts([-weak, weak], k_weak)[:, 0, :]
f_att = amplitude(d_weak[0], k_weak, angles)
f_rep = amplitude(d_weak[1], k_weak, angles)
first = (f_rep - f_att)/(2*weak)
second = (f_rep + f_att)/(2*weak**2)
first_formula = -1/(2*k_weak**2*(1 - angles) + 1)
second_formula = np.array([second_born(k_weak, c) for c in angles])
assert np.allclose(first, first_formula, rtol=3e-3, atol=0)
assert np.all(abs(second - second_formula) < 5e-3*abs(second_formula))

# Leading asymmetry of the transport cross section.
s_att, s_rep = [float(transport(d, k_weak)) for d in d_weak]
asym_full = (s_att - s_rep)/(s_att + s_rep)
den = quad(lambda c: (1-c)/(3 - 2*c)**2, -1, 1)[0]
num = quad(lambda c: (1-c)*second_born(1.0, c).real/(3 - 2*c), -1, 1)[0]
asym_formula = 2*weak*num/den
assert abs(asym_full/asym_formula - 1) < 0.01
assert abs((s_att + s_rep)/2/born_transport(weak, k_weak) - 1) < 5e-3

# High-energy limit of the angular asymmetry.
k_high, lam_high = 4.0, 0.1
c_high = np.array([1.0, 0.9, 0.0])
d_high = phase_shifts([-lam_high, lam_high], k_high)[:, 0, :]
i_att, i_rep = [abs(amplitude(d, k_high, c_high))**2 for d in d_high]
asym_high = (i_att - i_rep)/(i_att + i_rep)
q2_high = 2*k_high**2*(1 - c_high)
high_formula = lam_high*(q2_high + 1)/(k_high**2*(q2_high + 4))
assert np.allclose(asym_high, high_formula, rtol=0.03, atol=0)


# Scattering length, its second-order term, divergence and zero.
def scattering_length(lam):
    return -np.tan(phase_shifts([lam], 1e-3, 0)[0, 0, 0])/1e-3


even_length = (scattering_length(0.05) + scattering_length(-0.05))/2
assert abs(even_length/(-0.05**2/2) - 1) < 0.01
lam_bound = brentq(lambda g: 1/scattering_length(g), -2.2, -1.2, xtol=1e-6)
lam_zero = brentq(scattering_length, -6.4, -1.9, xtol=1e-6)

# Pure Coulomb field: accelerated partial-wave sums for both signs.
eta, k_coul, c_coul = 1.0, 1.0, 0.2
coulomb = []
for sign in (-1, 1):
    l = np.arange(400)
    coef = (2*l + 1)*np.exp(2j*loggamma(l + 1 + 1j*sign*eta).imag)
    for _ in range(3):
        j = np.arange(len(coef) - 1)
        lower = np.concatenate(([0], coef[:-2]))
        coef = (coef[:-1] - j/(2*j - 1)*lower
                - (j + 1)/(2*j + 3)*coef[1:])
    total = np.sum(coef*eval_legendre(np.arange(len(coef)), c_coul))
    coulomb.append(abs(total/(1 - c_coul)**3/(2*k_coul))**2)
rutherford = (2*k_coul*eta)**2/(2*k_coul**2*(1 - c_coul))**2
assert np.allclose(coulomb, rutherford, rtol=1e-5)

# Physical model parameters and conversion.
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0]*1e10
mass, eps, kT = 0.3, 12.0, 0.025
lam_phys = 2*mass/eps/bohr


def wave_number(energy):
    return np.sqrt(2*mass*np.asarray(energy)/hartree)/bohr


L_main = 30.0
g_main = lam_phys*L_main

# Strong-coupling check of the solver and of the transport sum.
k_check = float(wave_number(kT)*L_main)
d_check = phase_shifts([-g_main, g_main], k_check)[:, 0, :]
nodes, weights = np.polynomial.legendre.leggauss(80)
for g, d in zip((-g_main, g_main), d_check):
    sol = solve_ivp(lambda r, y: -g*np.exp(-r)/(r*k_check)
                    * np.sin(k_check*r + y)**2, (1e-7, 18), [0.0],
                    method='DOP853', rtol=1e-9, atol=1e-12)
    assert abs(np.sin(sol.y[0, -1] - d[0])) < 1e-5
    direct = 2*np.pi*np.sum(weights*(1 - nodes)
                            * abs(amplitude(d, k_check, nodes))**2)
    assert abs(direct/transport(d, k_check) - 1) < 1e-4
odd_failure = d_check[0, 0] + d_check[1, 0]
assert abs(np.sin(odd_failure)) > 1e-3


# Thermal average; energy/kT = t^2.
def thermal(L, count=32):
    x, w = np.polynomial.legendre.leggauss(count)
    t, w = 2.5*(x + 1), 2.5*w
    k = wave_number(kT*t*t)*L
    g = lam_phys*L
    s = transport(phase_shifts([-g, g], k), k)
    s = np.vstack([s, born_transport(g, k)])
    return L*L/np.sum(w*2*t**3*np.exp(-t*t)/s, axis=1)


lengths = [5.0, 10.0, 20.0, 30.0]
averages = [thermal(L) for L in lengths]
assert np.allclose(averages[-1], thermal(L_main, 24), rtol=1e-3)
assert averages[1][0] > 1.05*averages[1][1]

# Mobility average from the Boltzmann current, with m = kT = e = n = 1.
x, w = np.polynomial.legendre.leggauss(80)
v, wv = 4.5*(x + 1)[:, None], 4.5*w[:, None]
cv, wc = x[None, :], w[None, :]
vx, vp2 = v*cv, v*v*(1 - cv*cv)


def maxwell(ux):
    return np.exp(-(ux**2 + vp2)/2)/(2*np.pi)**1.5


slope = (maxwell(vx + 1e-4) - maxwell(vx - 1e-4))/2e-4
sigma_v = L_main**2*born_transport(g_main, k_check*v/np.sqrt(2))
current = -np.sum(wv*wc*2*np.pi*v*v*vx*slope/(v*sigma_v))
mobility_formula = 2*np.sqrt(2)/(3*np.sqrt(np.pi))/averages[-1][2]
assert abs(current/mobility_formula - 1) < 1e-3

# Low energy at the zero of the attractive scattering length.
L_zero = -lam_zero/lam_phys
E_low = 1e-4
k_low = float(wave_number(E_low)*L_zero)
low = transport(phase_shifts([lam_zero, -lam_zero], k_low), k_low)
low = low[:, 0]*L_zero**2
assert low[0] < low[1]

print(f"Mass {mass} m_e; permittivity {eps}; kT {kT} eV")
print(f"Bohr radius {bohr:.6f} angstrom; Hartree {hartree:.5f} eV")
print(f"|lambda| = {lam_phys:.5f} 1/angstrom")
print(f"Effective Bohr radius = {2/lam_phys:.3f} angstrom")
print(f"Weak test: |lambda|L = {weak}, kL = {k_weak}")
print("cos(angle); f2/(lambda^2 L^3): solver; formula")
for c, a, b in zip(angles, second, second_formula):
    print(f"{c:5.1f}  {a:.5f}  {b:.5f}")
print(f"Transport asymmetry: solver {asym_full:.6f}, "
      f"formula {asym_formula:.6f}")
print(f"High-energy test: |lambda|L = {lam_high}, kL = {k_high}")
print("cos(angle); asymmetry: solver; limit formula")
for c, a, b in zip(c_high, asym_high, high_formula):
    print(f"{c:5.1f}  {a:.6f}  {b:.6f}")
print(f"Coulomb test: |eta| = {eta}, cos(angle) = {c_coul}")
print(f"Ratio to Rutherford: attractive {coulomb[0]/rutherford:.7f}, "
      f"repulsive {coulomb[1]/rutherford:.7f}")
print(f"L = {L_main} angstrom: |lambda|L = {g_main:.4f}")
print(f"At E = kT: k = {k_check/L_main:.5f} 1/angstrom, kL = {k_check:.4f}")
print(f"s phases modulo pi (rad): attractive {d_check[0,0]%np.pi:.4f}, "
      f"repulsive {d_check[1,0]:.4f}")
print("E (eV); sigma_m (angstrom^2): attr; rep; Born; attr/rep")
for E in (0.005, 0.01, 0.025, 0.05, 0.1, 0.2):
    k = float(wave_number(E)*L_main)
    s = transport(phase_shifts([-g_main, g_main], k), k)[:, 0]*L_main**2
    sb = born_transport(g_main, k)*L_main**2
    print(f"{E:.3f}  {s[0]:.1f}  {s[1]:.1f}  {sb:.1f}  {s[0]/s[1]:.4f}")
print("L (angstrom); |lambda|L; sigma_eff (angstrom^2): attr; rep; Born")
for L, s in zip(lengths, averages):
    print(f"{L:4.0f}  {lam_phys*L:.4f}  {s[0]:.1f}  {s[1]:.1f}  {s[2]:.1f}")
print("L (angstrom); mobility ratios: attr/rep; attr/Born; rep/Born")
for L, s in zip(lengths, averages):
    print(f"{L:4.0f}  {s[1]/s[0]:.4f}  {s[2]/s[0]:.4f}  {s[2]/s[1]:.4f}")
print(f"First bound state at |lambda|L = {-lam_bound:.4f}, "
      f"L = {-lam_bound/lam_phys:.2f} angstrom")
print(f"Zero scattering length at |lambda|L = {-lam_zero:.4f}, "
      f"L = {L_zero:.2f} angstrom")
print(f"There, at E = {E_low:.4f} eV, kL = {k_low:.4f}")
print(f"sigma_m (angstrom^2): attractive {low[0]:.1f}, "
      f"repulsive {low[1]:.1f}")
print("OK")
```

Running it gives:

```
Mass 0.3 m_e; permittivity 12.0; kT 0.025 eV
Bohr radius 0.529177 angstrom; Hartree 27.21139 eV
|lambda| = 0.09449 1/angstrom
Effective Bohr radius = 21.167 angstrom
Weak test: |lambda|L = 0.03, kL = 1.0
cos(angle); f2/(lambda^2 L^3): solver; formula
  1.0  0.09998+0.20000j  0.10000+0.20000j
  0.3  0.07672+0.16942j  0.07675+0.16942j
 -0.8  0.05621+0.13841j  0.05623+0.13841j
Transport asymmetry: solver 0.012035, formula 0.012036
High-energy test: |lambda|L = 0.1, kL = 4.0
cos(angle); asymmetry: solver; limit formula
  1.0  0.001538  0.001563
  0.9  0.003606  0.003646
  0.0  0.005693  0.005729
Coulomb test: |eta| = 1.0, cos(angle) = 0.2
Ratio to Rutherford: attractive 1.0000000, repulsive 1.0000000
L = 30.0 angstrom: |lambda|L = 2.8346
At E = kT: k = 0.04437 1/angstrom, kL = 1.3310
s phases modulo pi (rad): attractive 1.4030, repulsive -0.7999
E (eV); sigma_m (angstrom^2): attr; rep; Born; attr/rep
0.005  32281.2  6894.1  26811.2  4.6825
0.010  17655.3  4332.0  13680.9  4.0755
0.025  5525.7  1962.2  4392.9  2.8160
0.050  1915.1  930.5  1615.4  2.0582
0.100  611.5  387.0  545.8  1.5802
0.200  186.5  142.6  173.7  1.3078
L (angstrom); |lambda|L; sigma_eff (angstrom^2): attr; rep; Born
   5  0.4724  69.1  30.7  44.2
  10  0.9449  479.6  171.1  283.3
  20  1.8897  1147.2  523.4  869.0
  30  2.8346  1505.6  833.8  1314.3
L (angstrom); mobility ratios: attr/rep; attr/Born; rep/Born
   5  0.4436  0.6397  1.4420
  10  0.3569  0.5907  1.6552
  20  0.4562  0.7575  1.6604
  30  0.5538  0.8730  1.5763
First bound state at |lambda|L = 1.6798, L = 17.78 angstrom
Zero scattering length at |lambda|L = 4.4657, L = 47.26 angstrom
There, at E = 0.0001 eV, kL = 0.1326
sigma_m (angstrom^2): attractive 816.9, repulsive 64094.4
OK
```
